# Fitting an exponential band-tail width from levels in a finite window: test program

```python
"""Truncated maximum-likelihood fit of an exponential band tail.

Result under test: levels with density g0*exp(-E/w) are recorded only for
top < E < bottom (E = depth below the band edge). With x = E - top,
L = bottom - top and xbar the sample mean of x, the likelihood is largest at
    xbar = w - L/(exp(L/w) - 1),
with a finite positive w only if xbar < L/2. Using xbar itself as the width
has the bias -L/(exp(L/w) - 1), whatever the number of levels.
Energies are in meV, lengths in nm, densities of states in cm^-3 eV^-1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize

rng = np.random.default_rng(2024)


def reduced_mean(u):
    """Mean of x/L for u = L/w, with a series where the formula cancels."""
    direct = 1 / u + np.exp(-u) / np.expm1(-u)
    return np.where(u < 0.02, 0.5 - u / 12 + u**3 / 720, direct)


def reduced_variance(u):
    direct = 1 / u**2 - np.exp(-u) / np.expm1(-u)**2
    return np.where(u < 0.02, 1 / 12 - u**2 / 240, direct)


def newton_iterates(q, steps=40):
    """Newton iterates for u = L/w from q = xbar/L < 1/2."""
    u = 12 * (0.5 - q)
    history = [u]
    for _ in range(steps):
        u = u + (reduced_mean(u) - q) / reduced_variance(u)
        history.append(u)
    return history


def fit_width(xbar, length):
    q = np.asarray(xbar, dtype=float) / length
    u = newton_iterates(np.minimum(q, 0.5 - 1e-9))[-1]
    return np.where(q < 0.5, length / u, np.inf)


def variance(w, length):
    return w**2 - length**2 / (4 * np.sinh(length / (2 * w))**2)


def third_cumulant(w, length):
    v = length / (2 * w)
    return 2 * w**3 - length**3 * np.cosh(v) / (4 * np.sinh(v)**3)


def naive_bias(w, length):
    return -length / np.expm1(length / w)


# ---- parameters: rough values in the regime of amorphous In-Ga-Zn oxide
width = 30.0
top, bottom = 20.0, 80.0
length = bottom - top
g0 = 1e20
side, thickness = 100.0, 30.0
background = 1e18
band_mass = 0.34
permittivity = 10.0

# ---- moments from quadrature against the closed forms
for ratio in (0.5, 1.0, 2.0, 4.0, 8.0):
    span = ratio * width
    norm = quad(lambda x: np.exp(-x / width), 0, span)[0]

    def average(f):
        return quad(lambda x: f(x) * np.exp(-x / width), 0, span,
                    epsabs=1e-10, epsrel=1e-11)[0] / norm

    mean = average(lambda x: x)
    var = average(lambda x: (x - mean)**2)
    skew = average(lambda x: (x - mean)**3)
    assert abs(mean - width - naive_bias(width, span)) < 1e-7 * width
    assert abs(var / variance(width, span) - 1) < 1e-7
    assert abs(skew - third_cumulant(width, span)) < 1e-6 * width**3
    assert skew > 0
    assert abs(fit_width(mean, span) / width - 1) < 1e-6

# ---- Newton iterates climb monotonically and end on the root
for q in (0.002, 0.02, 0.1, 0.3, 0.45, 0.49):
    path = np.array([float(u) for u in newton_iterates(q)])
    assert np.all(np.diff(path) > -1e-9 * path[-1])
    top_x = min(1.0, 50 / path[-1])
    num = quad(lambda x: x * np.exp(-path[-1] * x), 0, top_x)[0]
    den = quad(lambda x: np.exp(-path[-1] * x), 0, top_x)[0]
    assert abs(num / den - q) < 1e-7

# ---- growth of the fitted width as the mean approaches mid-window
gap = 0.005 * length
near_middle = float(fit_width(length / 2 - gap, length))
assert abs(near_middle * 12 * gap / length**2 - 1) < 1e-4


# ---- one film: draw the whole tail, then keep the window
def draw_film(area_factor=1.0):
    volume_cm3 = area_factor * side**2 * thickness * 1e-21
    total = rng.poisson(g0 * width * 1e-3 * volume_cm3)
    depth = rng.exponential(width, total)
    return depth[(depth > top) & (depth < bottom)] - top


sample = draw_film()
count = len(sample)
xbar = sample.mean()
assert xbar < length / 2
path = [length / float(u) for u in newton_iterates(xbar / length)]
fitted = path[-1]
fit_error = fitted**2 / np.sqrt(count * variance(fitted, length))
steep_error = 1 / np.sqrt(count * variance(fitted, length))
steep_low = 1 / fitted - 1.96 * steep_error
steep_high = 1 / fitted + 1.96 * steep_error
assert steep_low > 0

# ---- direct maximization of the Poisson likelihood in amplitude and width
nodes, weights = np.polynomial.legendre.leggauss(60)
nodes = (nodes + 1) * length / 2
weights = weights * length / 2


def minus_log_likelihood(p):
    w = np.exp(p[1])
    expected = np.sum(weights * np.exp(p[0] - nodes / w))
    return expected - np.sum(p[0] - sample / w)


search = minimize(minus_log_likelihood, [np.log(count / length), np.log(20.0)],
                  method="Nelder-Mead",
                  options={"xatol": 1e-8, "fatol": 1e-10, "maxiter": 4000})
direct_fit = np.exp(search.x[1])
assert abs(direct_fit / fitted - 1) < 1e-4

# ---- a mean beyond mid-window: likelihood keeps rising with the width
mirrored = length - sample
trial = np.geomspace(5, 1e5, 200)
log_like = np.array([-np.sum(mirrored) / w
                     - count * np.log(np.sum(weights * np.exp(-nodes / w)))
                     for w in trial])
assert np.all(np.diff(log_like) > 0)
assert np.isinf(fit_width(mirrored.mean(), length))

# ---- repeated films of two areas
film_rows = []
for area_factor, repeats in ((1.0, 20000), (4.0, 5000)):
    means = np.empty(repeats)
    counts = np.empty(repeats)
    for i in range(repeats):
        x = draw_film(area_factor)
        means[i], counts[i] = x.mean(), len(x)
    fits = fit_width(means, length)
    assert np.all(np.isfinite(fits))
    n = (area_factor * side**2 * thickness * 1e-21 * g0 * width * 1e-3
         * (np.exp(-top / width) - np.exp(-bottom / width)))
    var = variance(width, length)
    theory_error = width**2 / np.sqrt(n * var)
    theory_bias = (width**3 / (n * var)
                   - width**2 * third_cumulant(width, length) / (2 * n * var**2))
    fit_bias = fits.mean() - width
    mean_bias = means.mean() - width
    pulls = np.abs(1 / fits - 1 / width) * np.sqrt(counts * variance(fits, length))
    coverage = np.mean(pulls < 1.96)
    assert abs(counts.mean() - n) < 5 * np.sqrt(n / repeats)
    assert abs(fit_bias - theory_bias) < 5 * fits.std() / np.sqrt(repeats)
    assert abs(mean_bias - naive_bias(width, length)) < 5 * means.std() / np.sqrt(repeats)
    # the linear error formula omits relative terms of order 1/n
    assert abs(fits.std() / theory_error - 1) < 0.05
    assert abs(coverage - 0.95) < 0.015
    film_rows.append((area_factor, n, mean_bias, means.std(), fit_bias,
                      theory_bias, fits.std(), theory_error, coverage))

# ---- lists of ten levels: how often no finite width exists
pool = rng.exponential(width, 4000000)
pool = pool[(pool > top) & (pool < bottom)] - top
sets = len(pool) // 10
no_width = np.mean(pool[:10 * sets].reshape(sets, 10).mean(axis=1) >= length / 2)


# ---- neglected effects: large-sample fit to a changed density
def limiting_fit(density):
    d = density(nodes + top)
    return float(fit_width(np.sum(weights * nodes * d) / np.sum(weights * d), length))


def smeared(density, kernel, scale):
    t = np.linspace(-40, 40, 8001)
    k = kernel(t)
    k = k / k.sum()
    return lambda e: (density(e[:, None] - scale * t) * k).sum(axis=1)


def thermal_line(t):
    return 1 / np.cosh(t / 2)**2


def gaussian_line(t):
    return np.exp(-t**2 / 2)


band_factor = ((2 * band_mass * const.m_e / const.hbar**2)**1.5 / (2 * np.pi**2)
               * np.sqrt(const.e) * const.e * 1e-6)


def film_density(e):
    tail = g0 * np.exp(-np.maximum(e, 0) / width)
    return tail + band_factor * np.sqrt(np.maximum(-e, 0) * 1e-3)


def thermal_energy(temperature):
    return const.k * temperature / const.e * 1e3


# an unlimited exponential keeps its slope under a symmetric reading error
unlimited = smeared(lambda e: np.exp(-e / width), thermal_line, thermal_energy(77))
assert abs(limiting_fit(unlimited) / width - 1) < 1e-6

background_fit = limiting_fit(lambda e: g0 * np.exp(-e / width) + background)
tail_part = g0 * width * (np.exp(-top / width) - np.exp(-bottom / width))
extra = rng.uniform(0, length, int(len(pool) * background * length / tail_part))
mixed_fit = float(fit_width(np.concatenate([pool, extra]).mean(), length))
mixed_error = width**2 / np.sqrt(len(pool) * variance(width, length))
assert abs(mixed_fit - background_fit) < 5 * mixed_error

thermal_fits = [(T, thermal_energy(T),
                 limiting_fit(smeared(film_density, thermal_line, thermal_energy(T))))
                for T in (10, 77, 300)]
spacing = (g0 * width * 1e-3)**(-1 / 3) * 1e7
coulomb = (const.e / (4 * np.pi * const.epsilon_0 * permittivity * spacing * 1e-9)) * 1e3
coulomb_fit = limiting_fit(smeared(film_density, gaussian_line, coulomb))
radius = const.hbar / np.sqrt(2 * band_mass * const.m_e * top * 1e-3 * const.e) * 1e9
splitting = top * np.exp(-spacing / radius)

# ---- printed numbers
print(f"true tail width w: {width:.1f} meV")
print(f"window: {top:.0f} to {bottom:.0f} meV, length L = {length:.0f} meV")
print(f"g0: {g0:.1e} cm^-3 eV^-1")
print(f"film: {side:.0f} x {side:.0f} x {thickness:.0f} nm^3")
print("One film")
print(f" levels in window: {count}")
print(f" mean depth from window top: {xbar:.3f} meV")
print(f" mean depth from band edge: {xbar + top:.3f} meV")
print(" Newton widths (meV): " + ", ".join(f"{w:.4f}" for w in path[:5]))
print(f" fitted width: {fitted:.2f} meV, standard error {fit_error:.2f} meV")
print(f" direct likelihood search: {direct_fit:.2f} meV")
print(f" 95 % interval: {1 / steep_high:.1f} to {1 / steep_low:.1f} meV")
print("Theory at the true width")
print(f" mean from window top: {width + naive_bias(width, length):.3f} meV")
print(f" bias of that mean as width: {naive_bias(width, length):.3f} meV")
print(f" bias of mean from band edge: {top + naive_bias(width, length):.3f} meV")
print(f" standard deviation of x: {np.sqrt(variance(width, length)):.3f} meV")
print(f" third cumulant: {third_cumulant(width, length):.0f} meV^3")
for area, n, mb, ms, fb, tb, fs, te, cov in film_rows:
    print(f"Repeated films, area factor {area:.0f}, expected levels {n:.1f}")
    print(f" uncorrected mean: bias {mb:.2f}, scatter {ms:.2f} meV")
    print(f" fit: bias {fb:.2f} (theory {tb:.2f}) meV")
    print(f" fit: scatter {fs:.2f} (theory {te:.2f}) meV")
    print(f" coverage of 95 % interval: {100 * cov:.1f} %")
print("L/w, uncorrected mean / w, sqrt(N) * se(w) / w")
for ratio in (0.5, 1.0, 2.0, 4.0, 8.0):
    span = ratio * width
    print(f" {ratio:.1f}  {1 + naive_bias(width, span) / width:.4f}"
          f"  {width / np.sqrt(variance(width, span)):.3f}")
print(f"ten-level lists without finite width: {100 * no_width:.1f} %")
print("Neglected effects, large-sample fitted width")
print(f" flat background {background:.0e} cm^-3 eV^-1: {background_fit:.2f} meV")
for T, kt, w in thermal_fits:
    print(f" reading error at {T} K (kT = {kt:.2f} meV): {w:.2f} meV")
print(f" band mass {band_mass:.2f} m_e, relative permittivity {permittivity:.0f}")
print(f" typical spacing of tail levels: {spacing:.2f} nm")
print(f" Coulomb shift at that spacing: {coulomb:.1f} meV")
print(f" width with that Gaussian scatter: {coulomb_fit:.2f} meV")
print(f" decay length at window top: {radius:.2f} nm")
print(f" tunnel splitting scale: {splitting:.2f} meV")
print("all good")
```

Printed output:

```
true tail width w: 30.0 meV
window: 20 to 80 meV, length L = 60 meV
g0: 1.0e+20 cm^-3 eV^-1
film: 100 x 100 x 30 nm^3
One film
 levels in window: 385
 mean depth from window top: 20.216 meV
 mean depth from band edge: 40.216 meV
 Newton widths (meV): 30.6614, 28.6517, 28.6283, 28.6283, 28.6283
 fitted width: 28.63 meV, standard error 2.67 meV
 direct likelihood search: 28.63 meV
 95 % interval: 24.2 to 35.0 meV
Theory at the true width
 mean from window top: 20.609 meV
 bias of that mean as width: -9.391 meV
 bias of mean from band edge: 10.609 meV
 standard deviation of x: 15.759 meV
 third cumulant: 2661 meV^3
Repeated films, area factor 1, expected levels 399.5
 uncorrected mean: bias -9.39, scatter 0.79 meV
 fit: bias 0.23 (theory 0.22) meV
 fit: scatter 2.96 (theory 2.86) meV
 coverage of 95 % interval: 94.9 %
Repeated films, area factor 4, expected levels 1598.2
 uncorrected mean: bias -9.39, scatter 0.39 meV
 fit: bias 0.05 (theory 0.06) meV
 fit: scatter 1.43 (theory 1.43) meV
 coverage of 95 % interval: 94.9 %
L/w, uncorrected mean / w, sqrt(N) * se(w) / w
 0.5  0.2293  6.971
 1.0  0.4180  3.551
 2.0  0.6870  1.904
 4.0  0.9254  1.199
 8.0  0.9973  1.011
ten-level lists without finite width: 3.5 %
Neglected effects, large-sample fitted width
 flat background 1e+18 cm^-3 eV^-1: 31.53 meV
 reading error at 10 K (kT = 0.86 meV): 30.00 meV
 reading error at 77 K (kT = 6.64 meV): 29.26 meV
 reading error at 300 K (kT = 25.85 meV): 37.90 meV
 band mass 0.34 m_e, relative permittivity 10
 typical spacing of tail levels: 6.93 nm
 Coulomb shift at that spacing: 20.8 meV
 width with that Gaussian scatter: 27.14 meV
 decay length at window top: 2.37 nm
 tunnel splitting scale: 1.07 meV
all good
```
